# Griffith fracture stress of a thin silica membrane with a crack: a numerical check

```python
# Griffith fracture stress of a thin plate with a through-crack:
#     sigma_f = sqrt(2 E gamma / (pi a))        (plane stress)
# E: Young modulus, gamma: energy per area of each new face,
# a: half the crack length, nu: Poisson ratio, sigma: remote tension.
# U: energy released by the crack per unit thickness (plate plus load).
# The analytic crack field is checked against elasticity, and the energy
# release is computed independently by finite elements.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

E, gamma, a, nu = 72e9, 1.0, 1e-6, 0.17
thickness, width = 0.5e-6, 40e-6


def griffith(modulus, surface_energy, half_length):
    return np.sqrt(2 * modulus * surface_energy / (np.pi * half_length))


sigma_f = griffith(E, gamma, a)
assert abs(sigma_f / 1e6 - 214) < 0.5


# ---- Analytic correction field, in units a = sigma = E = 1 ----
def root(z):
    return np.sqrt(z - 1) * np.sqrt(z + 1)   # cut only along the crack


def stress(x, y):
    z = complex(x, y)
    Z = z / root(z) - 1
    dZ = -1 / root(z)**3
    return np.array([Z.real - y * dZ.imag, Z.real + y * dZ.imag,
                     -y * dZ.real])


def displacement(x, y):
    z = complex(x, y)
    Z = z / root(z) - 1
    Y = root(z) - z
    return np.array([(1 - nu) * Y.real - (1 + nu) * y * Z.imag,
                     2 * Y.imag - (1 + nu) * y * Z.real])


step = 1e-4
for x, y in [(0.3, 0.5), (0.9, 0.4), (1.6, 0.7), (-1.2, 0.6)]:
    dux = (displacement(x + step, y) - displacement(x - step, y)) / (2*step)
    duy = (displacement(x, y + step) - displacement(x, y - step)) / (2*step)
    exx, eyy, gxy = dux[0], duy[1], duy[0] + dux[1]
    hooke = np.array([(exx + nu * eyy) / (1 - nu**2),
                      (eyy + nu * exx) / (1 - nu**2), gxy / (2 * (1 + nu))])
    assert np.allclose(hooke, stress(x, y), atol=1e-5)
    dsx = (stress(x + step, y) - stress(x - step, y)) / (2 * step)
    dsy = (stress(x, y + step) - stress(x, y - step)) / (2 * step)
    assert abs(dsx[0] + dsy[2]) < 1e-5 and abs(dsx[2] + dsy[1]) < 1e-5
for x in (-0.8, 0.1, 0.6):
    assert np.allclose(stress(x, 0.0)[1:], [-1, 0], atol=1e-12)
assert abs(displacement(1.7, 0.0)[1]) < 1e-12
assert np.max(np.abs(stress(600.0, 800.0))) < 1e-5
closing_work = quad(lambda x: 0.5 * 2 * displacement(x, 0.0)[1], -1, 1)[0]
assert abs(closing_work - np.pi) < 1e-6


# ---- Finite elements: quarter plate, same dimensionless units ----
def graded(start, end, first, ratio):
    count = int(np.ceil(np.log(1 + (end - start) * (ratio - 1) / first)
                        / np.log(ratio)))
    steps = ratio ** np.arange(count)
    return start + (end - start) * np.cumsum(steps) / steps.sum()


half_width = width / (2 * a)
mesh = 0.025
xs = np.concatenate([np.linspace(0, 2, 81),
                     graded(2, half_width, mesh, 1.12)])
ys = np.concatenate([[0.0], graded(0, half_width, mesh, 1.10)])
nx, ny = len(xs), len(ys)


def stiffness(plane_strain):
    modulus, poisson = 1.0, nu
    if plane_strain:
        modulus, poisson = 1 / (1 - nu**2), nu / (1 - nu)
    D = modulus / (1 - poisson**2) * np.array(
        [[1, poisson, 0], [poisson, 1, 0], [0, 0, (1 - poisson) / 2]])
    i, j = [q.ravel() for q in np.meshgrid(np.arange(nx - 1),
                                           np.arange(ny - 1))]
    hx, hy = np.diff(xs)[i], np.diff(ys)[j]
    corner = j * nx + i
    nodes = np.stack([corner, corner + 1, corner + nx + 1, corner + nx], 1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], 2).reshape(-1, 8)
    sx, sy = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    K = np.zeros((len(i), 8, 8))
    for p in (-1, 1):
        for q in (-1, 1):
            xi, eta = p / np.sqrt(3), q / np.sqrt(3)
            dNx = sx * (1 + sy * eta) / 2 / hx[:, None]
            dNy = sy * (1 + sx * xi) / 2 / hy[:, None]
            B = np.zeros((len(i), 3, 8))
            B[:, 0, 0::2] = dNx
            B[:, 1, 1::2] = dNy
            B[:, 2, 0::2] = dNy
            B[:, 2, 1::2] = dNx
            K += (B.transpose(0, 2, 1) @ (D @ B)) * (hx*hy/4)[:, None, None]
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    return coo_matrix((K.ravel(), (rows, cols)),
                      shape=(2 * nx * ny, 2 * nx * ny)).tocsr()


def edge_weights(points):
    w = np.zeros(len(points))
    w[:-1] += np.diff(points) / 2
    w[1:] += np.diff(points) / 2
    return w


def potential(K, crack, side=0.0):
    force = np.zeros(2 * nx * ny)
    force[2 * ((ny - 1) * nx + np.arange(nx)) + 1] += edge_weights(xs)
    force[2 * (np.arange(ny) * nx + nx - 1)] += side * edge_weights(ys)
    fixed = np.zeros(2 * nx * ny, dtype=bool)
    fixed[2 * np.arange(ny) * nx] = True
    fixed[2 * np.where(xs > crack - 1e-9)[0] + 1] = True
    free = np.where(~fixed)[0]
    u = np.zeros(2 * nx * ny)
    u[free] = spsolve(K[free][:, free].tocsc(), force[free])
    return -0.5 * force @ u, u[1]


K_stress = stiffness(False)
intact = potential(K_stress, 0.0)[0]
released = {}
for c in (0.8, 0.9, 1.0, 1.1, 1.2):
    energy, centre = potential(K_stress, c)
    released[c] = 4 * (intact - energy)
    if c == 1.0:
        centre_opening = centre
# Mesh and finite width each shift these values at the percent level.
assert abs(released[1.0] / np.pi - 1) < 0.03
assert abs(centre_opening / 2 - 1) < 0.03
slope = (released[1.1] - released[0.9]) / 0.2
sigma_fem = np.sqrt(4 * gamma * E / (slope * a))
assert abs(sigma_fem / sigma_f - 1) < 0.02

# At the fracture stress the total energy has a maximum at this crack.
load_squared = sigma_f**2 * a / (E * gamma)
total = {c: 4 * c - released[c] * load_squared for c in released}
assert total[1.0] > total[0.8] and total[1.0] > total[1.2]

# Tension parallel to the crack leaves the released energy unchanged.
biaxial = 4 * (potential(K_stress, 0.0, 1.0)[0]
               - potential(K_stress, 1.0, 1.0)[0])
assert abs(biaxial / released[1.0] - 1) < 1e-5

# Plane strain replaces E by E/(1-nu^2).
K_strain = stiffness(True)
strain_release = 4 * (potential(K_strain, 0.0)[0]
                      - potential(K_strain, 1.0)[0])
strain_ratio = strain_release / released[1.0]
assert abs(strain_ratio - (1 - nu**2)) < 0.003

# ---- Sizes of neglected effects ----
sigma_strain = griffith(E / (1 - nu**2), gamma, a)
rough_fracture_energy = 8.0             # J/m2, both faces together, rough
sigma_tough = griffith(E, rough_fracture_energy / 2, a)
sigma_wet = griffith(E, gamma / 2, a)
mismatch, warming = 2.1e-6, 100.0       # 1/K (rough), K
thermal = E * mismatch * warming / (1 - nu)
ratio = (E / 10) / sigma_f
tip_zone = a * (1 / np.sqrt(1 - 1 / ratio**2) - 1)
buckling = np.pi**2 * E * thickness**2 / (12 * (2 * a)**2)
flank = stress(0.0, 0.0)[0] * sigma_f   # uniform field adds nothing to sxx


def total_energy(c, sigma):
    return 4 * gamma * c - np.pi * c**2 * sigma**2 / E


sigma_near = 0.99 * sigma_f
a_critical = 2 * E * gamma / (np.pi * sigma_near**2)
barrier = thickness * (total_energy(a_critical, sigma_near)
                       - total_energy(a, sigma_near))
temperature = 300.0
barrier_kT = barrier / (constants.k * temperature)

print(f"Young modulus: {E/1e9:.0f} GPa")
print(f"surface energy of each face: {gamma:.1f} J/m2")
print(f"crack half-length: {a*1e6:.1f} micrometre")
print(f"Poisson ratio (rough): {nu:.2f}")
print(f"membrane thickness: {thickness*1e6:.1f} micrometre")
print(f"membrane width: {width*1e6:.0f} micrometre")
print(f"2 E gamma: {2*E*gamma:.3e} Pa J/m2")
print(f"pi a: {np.pi*a:.4e} m")
print(f"fracture stress squared: {sigma_f**2:.4e} Pa^2")
print(f"Griffith fracture stress: {sigma_f/1e6:.1f} MPa")
print(f"same with 2a wrongly used for a: "
      f"{griffith(E, gamma, 2*a)/1e6:.1f} MPa")
print(f"remote strain at fracture: {100*sigma_f/E:.3f} percent")
print(f"full gap at crack centre: {4*sigma_f*a/E*1e9:.2f} nm")
print(f"surface cost 4 a gamma: {4*a*gamma*1e6:.3f} microjoule/m")
print(f"released energy at fracture: "
      f"{np.pi*a**2*sigma_f**2/E*1e6:.3f} microjoule/m")
print(f"closing work, quadrature: {closing_work:.6f} sigma^2 a^2/E")
print(f"released energy, finite elements: {released[1.0]:.4f} sigma^2 a^2/E")
print(f"its slope in a, finite elements: {slope:.4f} sigma^2 a/E")
print(f"slope from formula, 2 pi: {2*np.pi:.4f} sigma^2 a/E")
print(f"fracture stress, finite elements: {sigma_fem/1e6:.1f} MPa")
print(f"its difference from formula: {100*(sigma_fem/sigma_f-1):.2f} percent")
for c in (0.8, 1.0, 1.2):
    print(f"total energy at half-length {c:.1f} a, finite elements: "
          f"{total[c]:.3f} gamma a")
print(f"plane strain/plane stress release, finite elements: "
      f"{strain_ratio:.4f}")
print(f"1 - nu^2: {1-nu**2:.4f}")
print(f"fracture stress in plane strain: {sigma_strain/1e6:.1f} MPa")
print(f"rough total fracture energy, dry silica: "
      f"{rough_fracture_energy:.0f} J/m2")
print(f"fracture stress with that energy: {sigma_tough/1e6:.0f} MPa")
print(f"fracture stress with gamma halved: {sigma_wet/1e6:.0f} MPa")
print(f"thermal expansion mismatch (rough): {mismatch*1e6:.1f} ppm/K")
print(f"warming from stress-free state: {warming:.0f} K")
print(f"thermal mismatch tension: {thermal/1e6:.1f} MPa")
print(f"external stress then left: {(sigma_f-thermal)/1e6:.0f} MPa")
print(f"stress limit E/10 for tip zone: {E/10/1e9:.1f} GPa")
print(f"tip zone above that limit: {tip_zone*1e9:.2f} nm")
print(f"stress along crack flank at centre: {flank/1e6:.0f} MPa")
print(f"rough flank buckling stress: {buckling/1e6:.0f} MPa")
print(f"critical half-length at 99% load: {a_critical*1e6:.4f} micrometre")
print(f"whole-front barrier at 99% load: {barrier:.2e} J")
print(f"same barrier over kT at {temperature:.0f} K: {barrier_kT:.1e}")
print("all tests passed")
```

Output:

```
Young modulus: 72 GPa
surface energy of each face: 1.0 J/m2
crack half-length: 1.0 micrometre
Poisson ratio (rough): 0.17
membrane thickness: 0.5 micrometre
membrane width: 40 micrometre
2 E gamma: 1.440e+11 Pa J/m2
pi a: 3.1416e-06 m
fracture stress squared: 4.5837e+16 Pa^2
Griffith fracture stress: 214.1 MPa
same with 2a wrongly used for a: 151.4 MPa
remote strain at fracture: 0.297 percent
full gap at crack centre: 11.89 nm
surface cost 4 a gamma: 4.000 microjoule/m
released energy at fracture: 2.000 microjoule/m
closing work, quadrature: 3.141593 sigma^2 a^2/E
released energy, finite elements: 3.1121 sigma^2 a^2/E
its slope in a, finite elements: 6.2846 sigma^2 a/E
slope from formula, 2 pi: 6.2832 sigma^2 a/E
fracture stress, finite elements: 214.1 MPa
its difference from formula: -0.01 percent
total energy at half-length 0.8 a, finite elements: 1.938 gamma a
total energy at half-length 1.0 a, finite elements: 2.019 gamma a
total energy at half-length 1.2 a, finite elements: 1.937 gamma a
plane strain/plane stress release, finite elements: 0.9712
1 - nu^2: 0.9711
fracture stress in plane strain: 217.3 MPa
rough total fracture energy, dry silica: 8 J/m2
fracture stress with that energy: 428 MPa
fracture stress with gamma halved: 151 MPa
thermal expansion mismatch (rough): 2.1 ppm/K
warming from stress-free state: 100 K
thermal mismatch tension: 18.2 MPa
external stress then left: 196 MPa
stress limit E/10 for tip zone: 7.2 GPa
tip zone above that limit: 0.44 nm
stress along crack flank at centre: -214 MPa
rough flank buckling stress: 3701 MPa
critical half-length at 99% load: 1.0203 micrometre
whole-front barrier at 99% load: 4.04e-16 J
same barrier over kT at 300 K: 9.8e+04
all tests passed
```
